# Interfacial stiffness from the capillary fluctuations of a crystal-liquid interface

## Definitions and conventions

A crystal and its melt coexist at temperature $T$. The interface has height $h(x,y)$ above its mean plane and is periodic over the projected area $S$. Its Fourier amplitudes are

$$A(\mathbf k)=\frac1S\int h\,e^{-i\mathbf k\cdot\mathbf r}\,dx\,dy,\qquad h=\sum_{\mathbf k}A(\mathbf k)e^{i\mathbf k\cdot\mathbf r}.$$

With this normalization $A$ is a length. Since $h$ is real, $A(-\mathbf k)=A(\mathbf k)^*$.

The tension $\gamma$ is the interfacial free energy per unit of true area. It depends on the tilt $\theta$ of the interface from its mean plane, and primes on $\gamma$ mean derivatives with respect to $\theta$. The stiffness is $\tilde\gamma=\gamma+\gamma''$, taken at $\theta=0$.

Four assumptions hold throughout.

- The interface is rough, so $\gamma(\theta)$ is smooth.
- The bulk phases have equal free energy, so moving material between them costs nothing.
- The crystal carries no shear stress.
- Slopes are small, and wavelengths are long compared with the interface width.

## 1. Simple case: a ribbon with isotropic tension

Take a ribbon of length $L$ and thickness $b$, with $h$ depending on $x$ alone. A line element has true length $\sqrt{1+h'^2}\,dx$, so

$$F=b\gamma\int_0^L\sqrt{1+h'^2}\,dx\simeq b\gamma L+\frac{b\gamma}{2}\int_0^L h'^2dx .$$

Differentiation multiplies each amplitude by $ik$. In $\int h'^2dx$ the product of waves $k$ and $k'$ integrates to zero unless $k'=-k$, when it gives $L$. The factors $(ik)(-ik)=k^2$ and $A(k)A(-k)=|A(k)|^2$ then leave

$$F-F_0=\frac{bL\gamma}{2}\sum_k k^2|A(k)|^2 .$$

The terms $k$ and $-k$ describe the same wave. Write $A(k)=a+ic$ with real $a,c$. The pair costs

$$2\cdot\frac{bL\gamma}{2}k^2|A|^2=bL\gamma k^2(a^2+c^2).$$

Heights and the variables $a,c$ are related linearly, so the change of variables adds a constant Jacobian. The Boltzmann weight of $a$ is $\exp(-bL\gamma k^2a^2/k_BT)$, a Gaussian of variance $k_BT/(2bL\gamma k^2)$. The variance of $c$ is the same, and their sum is

$$\langle|A(k)|^2\rangle=\frac{k_BT}{bL\gamma k^2}.$$

**Limit: a long ribbon.** The allowed wavevectors are $k_n=2\pi n/L$ with $n=\pm1,\pm2,\dots$. The mean square height is

$$\langle h^2\rangle=2\sum_{n=1}^\infty\frac{k_BT}{bL\gamma}\frac{L^2}{4\pi^2n^2}=\frac{k_BT\,L}{12\,b\gamma},$$

where $\sum n^{-2}=\pi^2/6$. The width grows as $\sqrt L$ because long waves cost little. The mode $k=0$ moves the whole interface. It costs nothing at coexistence and is left out.

## 2. Generalization: tension that depends on orientation

The energy per projected length and thickness is now $f(p)=\gamma(\theta)/\cos\theta$, with slope $p=h'=\tan\theta$. Since $d\theta/dp=\cos^2\theta$,

$$f'(p)=\cos^2\theta\left(\frac{\gamma'}{\cos\theta}+\frac{\gamma\sin\theta}{\cos^2\theta}\right)=\gamma'\cos\theta+\gamma\sin\theta,$$

$$f''(p)=\cos^2\theta\,(\gamma''\cos\theta-\gamma'\sin\theta+\gamma'\sin\theta+\gamma\cos\theta)=\cos^3\theta\,(\gamma+\gamma'').$$

At $\theta=0$ the second derivative is $\tilde\gamma$. The linear term $f'(0)\int h'dx$ vanishes because $h$ is periodic. The calculation of section 1 then holds with $\gamma$ replaced by $\tilde\gamma$:

$$\boxed{\langle|A(k)|^2\rangle=\frac{k_BT}{bL\,\tilde\gamma\,k^2}}$$

A wave lengthens the interface, which costs $\gamma$, and also turns it through other orientations, which adds $\gamma''$. This second part can be negative, and the stiffness is then smaller than the tension. A plot of $\langle|A|^2\rangle$ against $1/k^2$ is a line through the origin with slope $k_BT/(bL\tilde\gamma)$.

**Two limits.** For isotropic tension $\gamma''=0$, and section 1 returns. At a facet $\gamma(\theta)$ has a cusp, the expansion does not exist, and the law fails for a thick slab. A thin ribbon can hide this. A step across it costs a finite energy proportional to $b$, so waves much longer than the spacing of steps still follow $1/k^2$. The apparent stiffness then grows roughly exponentially with $b$, as $\cosh K-1$ does in the model below when $K\propto b$, and it is not a property of the surface.

### Test on a microscopic interface

In a solid-on-solid model the height changes by an integer $d$ between neighbouring columns. Each step costs $K|d|$ and each column costs $K$, in units of $k_BT$. The column width is the unit of length.

To find the free energy at mean slope $p$, add $u\,d$ to the exponent of each step. The sum over one step is $Z(u)=\sum_d e^{-K|d|+ud}$, and over $N$ independent steps it is $Z^N$. For large $N$ one slope dominates this sum, so $\ln Z=up-\varphi(p)$, where $\varphi$ is the free energy per column from the steps. Hence

$$f(p)=K+up-\ln Z(u),\qquad p=\frac{d\ln Z}{du},\qquad f'(p)=u,\qquad f''(p)=\frac{1}{d^2\ln Z/du^2}.$$

At $u=0$, with $x=e^{-K}$, the sum is $Z=(1+x)/(1-x)$. The second derivative of $\ln Z$ is the variance of a step:

$$\langle d^2\rangle=\frac{2x(1+x)/(1-x)^3}{(1+x)/(1-x)}=\frac{2x}{(1-x)^2}.$$

Therefore

$$\gamma=K-\ln\frac{1+x}{1-x},\qquad \tilde\gamma=\frac{(1-x)^2}{2x}=\cosh K-1 .$$

For $K=1$ these are 0.228 and 0.543 $k_BT$ per column width. A numerical second difference of $\gamma(\theta)$ also gives $\gamma+\gamma''=0.5431$.

The spectrum was measured on 4450 randomly sampled periodic interfaces of 256 columns, using the eight longest waves. It gave a stiffness of 0.5458, which is 0.5 % above the thermodynamic value. The sampling error is about 0.5 %, and the finite length and column width together raise the expected value by a similar amount. The fitted power of $k$ was $-2.004$. The spectrum thus returns the stiffness, which here is more than twice the tension. The steps are not small on the scale of a column. The law still holds for the long waves, because their slopes are small and they respond with the thermodynamic free energy, in which the short waves have already been summed.

## 3. Generalization: a two-dimensional interface

With slopes $p_1=\partial_xh$ and $p_2=\partial_yh$, let $f(p_1,p_2)=\gamma(\mathbf n)\sqrt{1+p_1^2+p_2^2}$, where $\mathbf n$ is the local normal. Periodicity again removes the linear terms. With $\Gamma_{ij}=\partial^2f/\partial p_i\partial p_j$ at zero slope,

$$F-F_0=\frac12\int\sum_{ij}\Gamma_{ij}p_ip_j\,dx\,dy=\frac S2\sum_{\mathbf k}\Big(\sum_{ij}\Gamma_{ij}k_ik_j\Big)|A(\mathbf k)|^2 .$$

Each pair $\pm\mathbf k$ again has two real variables, so

$$\langle|A(\mathbf k)|^2\rangle=\frac{k_BT}{S\sum_{ij}\Gamma_{ij}k_ik_j}.$$

**Limit: back to the ribbon.** A real ribbon also has waves across its thickness. Averaging over $y$ gives

$$\bar h(x)=\frac1b\int_0^b h\,dy=\sum_{k_x}A(k_x,0)e^{ik_xx},$$

because every wave with $k_y\ne0$ completes whole periods. Setting $k_y=0$ and $S=bL$ recovers the boxed law with $\Gamma_{xx}$. For $p_2=0$ the function $f$ is that of section 2, so $\Gamma_{xx}=\gamma+\gamma''$ for tilts along $x$. Within the quadratic energy, a thin ribbon therefore needs no correction for its thickness.

## 4. Cubic crystals: from stiffness to tension

The lowest anisotropic term allowed by cubic symmetry gives

$$\gamma(\mathbf n)=\gamma_0\left[1+\varepsilon\left(Q-\tfrac35\right)\right],\qquad Q=n_1^4+n_2^4+n_3^4,$$

where $3/5$ is the average of $Q$ over all directions. Hence $\tilde\gamma=\gamma_0(1+c\,\varepsilon)$ with $c=Q(0)+Q''(0)-\frac35$. Tilting the normal towards the long direction of the ribbon gives four cases.

- (100) along [010]: $Q=\cos^4\theta+\sin^4\theta=\frac34+\frac14\cos4\theta$, so $c=1-4-\frac35=-3.6$.
- (110) along [1-10]: this is the same function turned by 45°, $Q=\frac34-\frac14\cos4\theta$, so $c=\frac12+4-\frac35=3.9$.
- (110) along [001]: $Q=\frac12\cos^4\theta+\sin^4\theta\simeq\frac12-\theta^2$, so $c=\frac12-2-\frac35=-2.1$.
- (111) along [1-10]: two components are $\cos\theta/\sqrt3\pm\sin\theta/\sqrt2$ and the third is $\cos\theta/\sqrt3$. To second order $Q\simeq\frac13\cos^4\theta+2\cos^2\theta\sin^2\theta\simeq\frac13+\frac43\theta^2$, so $c=\frac13+\frac83-\frac35=2.4$.

For $\varepsilon\to0$ all four agree. Otherwise stiffness magnifies the anisotropy. Between (100) and (110) the tension differs by $(1-\frac12)\varepsilon\gamma_0=0.5\,\varepsilon\gamma_0$, while the extreme stiffnesses differ by $7.5\,\varepsilon\gamma_0$, fifteen times as much. Several ribbons therefore determine both $\gamma_0$ and $\varepsilon$, and with them the tension.

## 5. How long must the simulation run?

Let a flat interface grow at speed $v=\mu\Delta T$ for undercooling $\Delta T$. Near melting, the driving free energy per volume is $L_v\Delta T/T$, with $L_v$ the latent heat per volume. A pressure $P$ on the interface therefore moves it at $v=(\mu T/L_v)P$. The capillary pressure is minus the derivative of $F$ with respect to $h$, per area: $P=\tilde\gamma h''$. For one wave $h''\to-k^2A$, so

$$\frac{dA}{dt}=-\frac A\tau,\qquad \tau=\frac{L_v}{\mu T\tilde\gamma k^2}.$$

This assumes linear growth kinetics and rapid removal of latent heat. If the heat must leave by conduction, with conductivity $\kappa$ in both phases, the temperature disturbance decays over a depth $1/k$. Balancing the released heat $L_v|dA/dt|$ against the flux $2\kappa k\,\delta T$, with $\delta T=T\tilde\gamma k^2|A|/L_v$, gives an additional time $L_v^2/(2\kappa T\tilde\gamma k^3)$. It must be small compared with $\tau$ for the formulas below to hold. Thermal noise maintains the equilibrium variance $s=\langle|A|^2\rangle$, and the amplitude correlation decays as $s\,e^{-t/\tau}$. For a complex Gaussian variable the covariance of $|A|^2$ at two times is the square of the amplitude correlation, $s^2e^{-2t/\tau}$. The time average over a run $t_r\gg\tau$ then has variance

$$\frac{s^2}{t_r}\int_{-\infty}^{\infty}e^{-2|t|/\tau}dt=s^2\frac{\tau}{t_r},$$

which is a relative error $\sqrt{\tau/t_r}$.

Each mode gives an estimate $X_n=bLk_n^2\langle|A_n|^2\rangle/k_BT$ of $1/\tilde\gamma$, with relative variance $\tau_1/(n^2t_r)$. Weighting independent estimates by inverse variance gives

$$\frac1{\tilde\gamma}=\frac{\sum n^2X_n}{\sum n^2},\qquad \text{relative error}=\sqrt{\frac{\tau_1}{t_r\sum n^2}} .$$

This is the weighted least-squares line through the origin in the plot against $1/k^2$. An unweighted line leans on the longest wave, which is sampled worst.

**Limit: one mode.** The error returns to $\sqrt{\tau_1/t_r}$. Since $\tau_1\propto L^2$ when growth kinetics control the relaxation, doubling $L$ then requires a run four times as long for the same error in that mode.

### Procedure for molecular dynamics

1. Equilibrate a crystal slab and its melt at coexistence, without shear stress.
2. Give each atom an order parameter that separates crystal from liquid. Locate $h(x)$ where its local average crosses the midpoint.
3. Subtract the mean height, Fourier transform, and average $|A(k)|^2$ over the run.
4. Check that $k^2\langle|A|^2\rangle$ is flat at small $k$, and fit in that range. Flatness alone does not show that the interface is rough, so check also that the stiffness does not change with the thickness $b$.
5. Repeat for other orientations and solve for $\gamma_0$ and $\varepsilon$.

## 6. Worked example: four ribbons of a cubic metal

The round parameters lie in the regime of bcc iron at melting: $T=1800$ K, $\gamma_0=0.20$ J/m², $\varepsilon=0.02$, $\mu=0.5$ m/(s K) and $L_v=2\times10^9$ J/m³. Each ribbon is 40 nm by 2 nm and is followed for 100 ns. The mode records are synthetic: they follow the relaxation law of section 5 with thermal noise. They test the analysis and its errors, not the atomic physics of iron. In particular, they assume that latent heat is removed quickly. In a classical simulation without electronic heat conduction, $\kappa$ may be only a few W/(m K). For 3 W/(m K) conduction would add about 0.5 ns to the relaxation time of the longest wave, roughly doubling it, and the sampling errors below would be too small.

For (100) the input stiffness is $0.20(1-3.6\times0.02)=0.1856$ J/m², below the tension of 0.2016 J/m². The four longest waves gave:

| $n$ | $k$ (1/nm) | predicted $\langle\lvert A\rvert^2\rangle$ (nm²) | recorded (nm²) | error |
|---|---|---|---|---|
| 1 | 0.157 | 0.0678 | 0.0753 | 7.0 % |
| 2 | 0.314 | 0.0170 | 0.0162 | 3.5 % |
| 3 | 0.471 | 0.00754 | 0.00759 | 2.3 % |
| 4 | 0.628 | 0.00424 | 0.00429 | 1.7 % |

The last column is the expected relative sampling error. The first mode came out 11 % high, about 1.6 standard errors. Multiplying each recorded value by $bLk^2$ gives 0.1486, 0.1279, 0.1348 and 0.1355 nm². Their mean with weights 1, 4, 9, 16 is 0.1347 nm². With $k_BT=0.1551$ eV,

$$\tilde\gamma=\frac{0.1551}{0.1347}\ \text{eV/nm}^2\simeq1.15\ \text{eV/nm}^2 .$$

Without intermediate rounding the result is 0.1846 J/m².

The longest relaxation time is 0.485 ns, so the relative error is $\sqrt{0.485/(100\times30)}=1.3\,\%$, or 0.0024 J/m².

The other ribbons gave 0.2178, 0.1912 and 0.2122 J/m², in the order of section 4, against inputs of 0.2156, 0.1916 and 0.2096. A linear fit of all four against $c$ yields $\gamma_0=0.2008\pm0.0012$ J/m² and $\varepsilon=0.022\pm0.002$, consistent with the inputs. Over 200 repeated sets of records, the scatter of the mode averages was 0.994 times the predicted one.

### What the quadratic model leaves out

**Curvature energy.** A term proportional to $h''^2$ changes $\tilde\gamma k^2$ to $\tilde\gamma k^2(1+\ell^2k^2)$. For an assumed $\ell=0.3$ nm the fitted stiffness rises by 2.6 %.

**Location noise.** Independent errors $\sigma$ in columns of width $\Delta$ add $\sigma^2\Delta/L$ to every $\langle|A|^2\rangle$, because averaging over $L/\Delta$ columns divides the variance by that number. For $\sigma=0.1$ nm and $\Delta=0.5$ nm this is $1.25\times10^{-4}$ nm², and the fitted stiffness falls by 2.1 %. To leading order both effects change $k^2\langle|A|^2\rangle$ by a term in $k^2$, so they can mask each other. Extrapolating to $k=0$ with a weighted line in $k^2$ removes both at that order, but with only the four modes used here it makes the sampling error about 2.6 times larger. More modes or a longer run are then needed.

**Anharmonic slopes.** The next even term is $f''''p^4/24$. Replacing $p^4$ by its Gaussian average form $6\langle p^2\rangle p^2$ shifts the stiffness by $f''''\langle p^2\rangle/2$. Counting waves down to 2 nm gives $\langle p^2\rangle=0.067$ and a first-order estimate of $-5.7\,\%$ for the shift for (100). This separates the coefficient defined at the 2 nm scale from the one seen by long waves. The fit returns the latter, so the shift is not in itself an error of the fit. What biases a thin ribbon is the part that depends on $b$. Including the waves across the thickness with the same cutoff, the first-order shift for (100) is $-5.8\,\%$ at $b=2$ nm and $-6.4\,\%$ at $b=40$ nm, a difference below the sampling error here. This estimate depends on the assumed cutoff, so a second thickness should be simulated.

**Stress and temperature.** A residual stress of 0.1 GPa with Young's modulus 100 GPa stores an energy density of order $\sigma_s^2/E$, where $\sigma_s$ is the stress. A wave changes this stored energy to a depth of about $1/k$ and by a fraction of order $(k|A|)^2$, hence by about $(\sigma_s^2/E)k|A|^2$ per area. The capillary cost per area is of order $\tilde\gamma k^2|A|^2$. The ratio $\sigma_s^2/(E\tilde\gamma k)$ is largest for the longest wave, where it is about 0.3 %, an order-of-magnitude estimate. A temperature held 1 K from coexistence moves the interface by 50 nm during the run, more than the ribbon's length. Without a thermostat, freezing releases heat and melting absorbs it, which drives the system back to coexistence.

### Beside real materials

The temperature and tension are rough but typical for iron at melting, and a percent-level variation of tension is a reasonable scale for a bcc metal. A real cubic interface may need a further anisotropy term, $\varepsilon_2(3Q+66\,n_1^2n_2^2n_3^2-\frac{17}7)$; four stiffnesses can determine three unknowns. This term enters the four stiffnesses with coefficients $-11.4$, $11.1$, $26.1$ and $-20.3$, so even $\varepsilon_2=0.002$ leaves residuals of up to 0.009 J/m² in the two-parameter fit, about four times the sampling error. The anharmonic shift between the 2 nm scale and the long waves is about 6 % for (100) to first order, and the same formula gives about 12 % for (110) along [1-10]. Because it depends on orientation, it also changes the anisotropy: applied to all four ribbons it would turn $\varepsilon=0.020$ at the 2 nm scale into about 0.011 for long waves. The fitted $\gamma_0$ and $\varepsilon$ are the long-wave values.

For a phase-change memory alloy the same procedure applies if crystal and melt have the same composition, the interface is rough and the order parameter recognizes the crystal that forms. If the compositions differ, solute must diffuse through the melt as the interface moves. The waves can then relax much more slowly than section 5 predicts, and the run must be longer. A non-cubic crystal needs a different expansion of $\gamma(\mathbf n)$. Memory cells usually crystallize well below melting, where the phases no longer coexist and the interface moves. A stiffness measured at melting is then an extrapolated input to a model of switching, and its temperature dependence must be established separately.

## Computed results

```
SOS test: tension 0.2281 kBT per column width
SOS test: stiffness from gamma+gamma'' 0.5431 kBT per column width
SOS test: stiffness from spectrum 0.5458 kBT per column width
SOS test: fitted power of k -2.004; interfaces 4450
Temperature 1800 K; kBT 0.1551 eV
Input gamma0 0.200 J/m^2; input eps 0.020
Ribbon length 40 nm; thickness 2 nm
Growth coefficient 0.50 m/(s K); latent heat 2.0e+09 J/m^3
Run 100 ns; sampling interval 0.01 ns
(100) tension 0.2016 J/m^2
(100) modes: n, k [1/nm], predicted and recorded <|A|^2> [nm^2], tau [ns]
  1  0.1571  0.06783  0.07525  0.4853
  2  0.3142  0.01696  0.01620  0.1213
  3  0.4712  0.00754  0.00759  0.0539
  4  0.6283  0.00424  0.00429  0.0303
(100) relative error of each mode [%]: 7.0, 3.5, 2.3, 1.7
Orientation: c, input stiffness, fitted stiffness, error [J/m^2]
  (100) along [010]: -3.6  0.1856  0.1846  0.0024
  (110) along [1-10]: +3.9  0.2156  0.2178  0.0025
  (110) along [001]: -2.1  0.1916  0.1912  0.0024
  (111) along [1-10]: +2.4  0.2096  0.2122  0.0025
(100) fitted stiffness 1.152 eV/nm^2
Fitted gamma0 0.2008 +- 0.0012 J/m^2
Fitted eps 0.0223 +- 0.0019
Error law: observed/predicted mode scatter 0.994 (200 records)
Curvature length 0.3 nm: fitted stiffness shift +2.6 %
Location noise 0.1 nm per 0.5 nm column: shift -2.1 %
Mean square slope, waves down to 2 nm: 0.0669
Anharmonic stiffness shift -5.7 %
Stress 0.1 GPa, Young modulus 100 GPa: energy ratio 0.34 %
Interface drift for 1 K offset over the run 50 nm
```
